# Square-root-of-time capillary filling of an open-ended imprint channel

## A front that slows down without losing its drive

A model resist channel, 50 nm wide and 100 nm high, fills to 7.0 µm in the first millisecond. After 4 ms the wetted length is 14.1 µm: four times the time has bought twice the length. The full 20 µm takes 8.1 ms. Yet, with fixed contact angles, the capillary suction at the front is the same 0.86 MPa throughout. The front slows because a constant suction must drag an ever longer column of viscous liquid.

This appendix derives that behaviour with its prefactor, so that a fill time can be computed from channel dimensions and resist properties, and finds the conditions under which the result fails.

## Geometry and assumptions

A rigid mold rests on a flat substrate and leaves a straight channel of width \(w\), height \(h\) and length \(L_t\). The mold forms the roof and both side walls, and the substrate forms the floor. One end touches a resist reservoir and the other is open to the surrounding gas. Reservoir and gas are both at pressure \(p_0\).

The resist is Newtonian and incompressible, with viscosity \(\mu\), density \(\rho\) and surface tension \(\gamma\). Its contact angles, measured through the liquid, are \(\theta_m\) on the mold and \(\theta_s\) on the substrate. For now they do not depend on speed. The wetted length \(L(t)\) is the liquid volume in the channel divided by \(wh\), so it is the mean position of a curved front.

The example uses \(w=50\) nm, \(h=100\) nm, \(L_t=20\) µm, \(\mu=5\) mPa s, \(\gamma=30\) mN/m, \(\rho=1.1\) g/cm³, \(\theta_m=65^\circ\) and \(\theta_s=40^\circ\).

## Capillary suction

Let the meniscus advance by \(dL\) without changing shape. Its own area stays the same, but dry wall becomes wet wall. Wetting a unit area replaces the solid-gas energy \(\gamma_{SG}\) by the solid-liquid energy \(\gamma_{SL}\). Young's equation, \(\gamma_{SG}-\gamma_{SL}=\gamma\cos\theta\), gives the change as \(-\gamma\cos\theta\). The mold contributes a wall width \(2h+w\) and the substrate a width \(w\), so

\[
dE=-\gamma\left[(2h+w)\cos\theta_m+w\cos\theta_s\right]dL .
\]

Suppose the liquid behind the meniscus is held at \(p_0-P\). Advancing the meniscus against this pressure difference costs work \(P\,wh\,dL\). At equilibrium this equals the energy released, \(-dE\), hence

\[
P=\frac{\gamma\left[(2h+w)\cos\theta_m+w\cos\theta_s\right]}{wh}. \tag{1}
\]

\(P\) is counted positive when it pulls liquid into the channel. If the bracket is negative, the channel does not fill by itself.

In the example the bracket is \(250\cos65^\circ+50\cos40^\circ=144\) nm. Dividing by 5000 nm² and multiplying by 30 mN/m gives \(P=0.864\) MPa, more than eight atmospheres.

Equation (1) also follows from the local pressure balance. Let \(z(x,y)\) be the height of the meniscus, measured toward the gas. The Young-Laplace equation is

\[
\nabla\cdot\frac{\nabla z}{\sqrt{1+|\nabla z|^2}}=\frac{P}{\gamma}.
\]

Integrate it over the cross-section. The right side gives \(Pwh/\gamma\). By the divergence theorem, the left side becomes the outward flux of the vector through the walls, which the contact angle fixes at \(\cos\theta\) per unit wall width. The sum is the bracket in (1).

## When a single meniscus exists

Equation (1) presumes a meniscus that spans the section and moves as a unit. Liquid may instead run ahead along the corners. Consider a thin liquid wedge in a right-angled corner. Its free edge has length \(s\), and it covers lengths \(s\cos\phi\) and \(s\sin\phi\) of the two walls, whose contact angles are \(\theta_1\) and \(\theta_2\). Per unit length along the channel, its energy cost is

\[
e=\gamma s\left(1-\cos\phi\cos\theta_1-\sin\phi\cos\theta_2\right)
+\tfrac12Ps^2\sin\phi\cos\phi .
\]

The second term is the work of bringing the liquid from pressure \(p_0-P\). It is of order \(s^2\), so the first term decides for a small wedge. The sum \(\cos\phi\cos\theta_1+\sin\phi\cos\theta_2\) is the scalar product of a unit vector with \((\cos\theta_1,\cos\theta_2)\), and its largest value is the length of the latter. Every small wedge therefore costs energy if

\[
\cos^2\theta_1+\cos^2\theta_2<1 .
\]

For acute angles this reads \(\cos\theta_2<\sin\theta_1=\cos(90^\circ-\theta_1)\), or

\[
\theta_1+\theta_2>90^\circ. \tag{2}
\]

Both corner types must pass. Here the floor corners have \(65^\circ+40^\circ=105^\circ\) and the roof corners \(130^\circ\). The smallest values of the bracket in \(e\) are 0.13 and 0.40, both positive. If both materials had contact angles of 40°, condition (2) would fail: liquid would wick ahead along the corners, and (1), which leaves out these corner fingers, would no longer be exact for the main front.

Condition (2) rules out small wedges, but it does not prove that a full meniscus exists. For the example, the surface energy was therefore minimized at fixed liquid volume on a triangular finite-element mesh. The distance between the most advanced and least advanced points of the meniscus was 39.8 nm with 16 by 32 cells and 40.0 nm with 32 by 64. The shift of 0.2 nm leaves only two digits settled, but the surface stays bounded as the mesh is refined, which is numerical evidence for a single meniscus. Its 40 nm depth is small compared with \(L\) over nearly all of the filling.

## Viscous resistance

The pressure is \(p_0\) at the inlet and \(p_0-P\) behind the meniscus, so the gradient along the column is \(-P/L\). For slow, fully developed flow the axial velocity \(u(x,y)\) obeys

\[
\mu\nabla^2u=-\frac{P}{L},\qquad u=0\ \text{on the walls}.
\]

Write \(u=(P/\mu L)\,v\). Then \(\nabla^2v=-1\), and \(v\) depends on the cross-section alone. Its mean value is the permeability \(K\), so the mean speed is

\[
U=\frac{KP}{\mu L}. \tag{3}
\]

To find \(K\), take \(0<x<w\) and \(-h/2<y<h/2\). The function \(x(w-x)/2\) has Laplacian \(-1\) and vanishes on the side walls, but not on floor and roof. Correct it with harmonic functions that also vanish at the sides:

\[
v=\frac{x(w-x)}2-\sum_n c_n\sin(k_nx)\frac{\cosh(k_ny)}{\cosh(k_nh/2)},
\qquad k_n=\frac{n\pi}{w}.
\]

At \(y=\pm h/2\) the ratio of hyperbolic cosines is one, so \(v=0\) requires the sum to be the sine series of \(x(w-x)/2\):

\[
c_n=\frac1w\int_0^w x(w-x)\sin(k_nx)\,dx .
\]

Integrate by parts twice. The boundary terms vanish because \(x(w-x)\) and \(\sin k_nx\) are both zero at the ends. The second derivative of \(x(w-x)\) is \(-2\), so

\[
c_n=\frac{2}{wk_n^2}\int_0^w\sin(k_nx)\,dx
=\frac{2\left[1-(-1)^n\right]}{wk_n^3}.
\]

This is zero for even \(n\) and \(4w^2/(n^3\pi^3)\) for odd \(n\).

Now average \(v\). The parabola has mean \(w^2/12\). For odd \(n\), the sine has mean \(2/(n\pi)\), and the ratio of hyperbolic cosines has mean \((2w/n\pi h)\tanh(n\pi h/2w)\). Multiplying these by \(c_n\) gives \(16w^3\tanh(n\pi h/2w)/(\pi^5n^5h)\), and therefore

\[
K=\frac{w^2}{12}\left[1-\frac{192\,w}{\pi^5h}
\sum_{n=1,3,5,\ldots}\frac{\tanh(n\pi h/2w)}{n^5}\right]. \tag{4}
\]

The terms fall as \(n^{-5}\), so a few suffice. For the example \(K=143\) nm². Parallel plates 50 nm apart would have \(w^2/12=208\) nm². Using the plate value here would overstate the flow by 46%, because it leaves out the drag of floor and roof.

## The square-root law

Incompressibility makes the front advance at the mean speed, \(dL/dt=U\). Equation (3) becomes

\[
L\frac{dL}{dt}=D,\qquad D=\frac{KP}{\mu}.
\]

The left side is \(\tfrac12\,d(L^2)/dt\). Integrating from an initial length \(L_0\) gives

\[
L^2=L_0^2+2Dt,\qquad\text{and for }L_0=0:\quad L=\sqrt{2Dt}. \tag{5}
\]

In the example,

\[
D=\frac{(143\times10^{-18}\,\text{m}^2)(0.864\times10^6\,\text{Pa})}{5\times10^{-3}\,\text{Pa s}}
=2.47\times10^{-8}\,\text{m}^2/\text{s}=24.7\ \mu\text{m}^2/\text{ms}.
\]

The fill time is

\[
t_f=\frac{L_t^2}{2D}=\frac{400\ \mu\text{m}^2}{2\times24.7\ \mu\text{m}^2/\text{ms}}=8.1\ \text{ms}.
\]

The speed \(D/L\) falls from 25 mm/s at 1 µm to 1.2 mm/s at the far end. Doubling the channel length quadruples the fill time.

**Tall channels.** For \(h\gg w\), equation (4) tends to \(w^2/12\) and (1) to \(2\gamma\cos\theta_m/w\). Then

\[
L^2=\frac{\gamma w\cos\theta_m}{3\mu}\,t .
\]

The substrate angle drops out because the floor is a vanishing part of the perimeter.

**Change of scale.** Keep \(h=2w\), the length, the liquid and the angles fixed. Then \(P\propto1/w\) and \(K\propto w^2\), so \(D\propto w\) and \(t_f\propto1/w\). The fill time is about 16 ms for \(w=25\) nm, 8.1 ms for 50 nm and 4.1 ms for 100 nm. Narrower channels pull harder but fill more slowly, since resistance grows faster than suction.

## Early times and inertia

Equation (5) gives an infinite speed at \(t=0\) when \(L_0=0\), so something is missing there. To estimate the effect of inertia, treat the column as a plug. The inlet pressure is lowered by the Bernoulli term \(\tfrac12\rho\dot L^2\), because liquid must be accelerated from rest in the reservoir. Newton's law per unit cross-section is then

\[
\rho L\ddot L=P-\tfrac12\rho\dot L^2-\frac{\mu L\dot L}{K}. \tag{6}
\]

Define \(\tau=\rho K/\mu\), \(s=t/\tau\) and \(\ell=L/\sqrt{D\tau}\). Since \(\rho D/\tau=P\), division by \(P\) gives

\[
\ell\ell''+\tfrac12\ell'^2=1-\ell\ell'.
\]

As \(\ell\to0\) at constant speed, \(\tfrac12\ell'^2=1\). The model front starts with speed \(\sqrt{2P/\rho}\), and length is proportional to time.

For late times set \(y=\ell^2\). Then \(\ell\ell'=y'/2\) and \(\ell\ell''=y''/2-y'^2/(4y)\), so

\[
\frac{y''}{2}-\frac{y'^2}{8y}=1-\frac{y'}{2}.
\]

Insert the leading solution \(y=2s\) on the left, which becomes \(-1/(4s)\). Hence \(y'=2+1/(2s)\), and

\[
\ell^2\simeq2s+\tfrac12\ln s+C .
\]

The constant \(C\) depends on the early motion. The correction, relative to \(2s\), vanishes at late times, and the square root emerges.

Numerical integration of the scaled equation, started at \(\ell=10^{-4}\) with speed \(\sqrt2\), gives the local exponent \(d\ln L/d\ln t\). It is 0.998 at \(0.01\tau\), 0.80 at \(\tau\), 0.495 at \(10\tau\) and 0.499 at \(1000\tau\). The last two lie slightly below one half. The logarithm explains this. The late-time exponent is \(sy'/(2y)\simeq(2s+\tfrac12)/\left[2\left(2s+\tfrac12\ln s+C\right)\right]\), which lies below one half once \(\tfrac12\ln s+C>\tfrac12\), and the logarithm ensures this at late times. At \(10\tau\) the expression is still only approximate.

For the example \(\tau=31\) ps, and the crossover length \(\sqrt{D\tau}\) is about 0.9 nm. This is far shorter than the channel is wide, so a one-dimensional column does not exist during the crossover. The constant-speed stage should not be read as a prediction for this channel. The estimate shows that inertia is irrelevant to millisecond filling. Close to the inlet, entrance flow and the forming meniscus also matter, and (6) does not resolve them.

## Feed resistance and gas drag

Let the feed have the same resistance as an extra length \(L_e\) of filled channel. Let the gas ahead have viscosity \(\mu_g\) and flow as an incompressible continuum. The same mean speed passes through all three parts, so their pressure drops add:

\[
P=\frac{U}{K}\left[\mu L+\mu L_e+\mu_g(L_t-L)\right].
\]

Put \(U=dL/dt\) and integrate from 0 to \(L_t\). The three terms give \(\mu L_t^2/2\), \(\mu L_eL_t\) and \(\mu_gL_t^2/2\). Dividing by \(KP\) yields

\[
t=t_f\left(1+\frac{2L_e}{L_t}+\frac{\mu_g}{\mu}\right). \tag{7}
\]

An open reservoir is represented here by the assumed value \(L_e=w=50\) nm, which adds 0.5%. With \(\mu_g=18\) µPa s the gas adds 0.36%. In air at atmospheric pressure the mean free path is about 65 nm, longer than the channel is wide. The gas then slips along the walls and drags less than a continuum would, so 0.36% is an overestimate.

A thin feeding film can matter far more. Without gas drag, integration to an arbitrary length gives \(L^2+2L_eL=2Dt\). Differentiating, \(dL/dt=D/(L+L_e)\), and the local exponent is

\[
\frac{d\ln L}{d\ln t}=\frac{t}{L}\,\frac{D}{L+L_e}=\frac{L+2L_e}{2(L+L_e)} .
\]

It falls from 1 for \(L\ll L_e\) to 1/2 for \(L\gg L_e\). A measured exponent between these values can therefore indicate a restrictive feed.

If \(N\) identical channels fill in step through a common feed with pressure drop \(R\) per unit volume flow, the drop is \(RNwhU\). Setting this equal to \(\mu L_eU/K\) gives \(L_e=KNRwh/\mu\). The equivalent length grows with the number of channels served.

## A sealed far end

If the far end is sealed and the trapped gas is isothermal and insoluble, its pressure is \(p_0L_t/(L_t-L)\). Its excess over \(p_0\) is \(p_0L/(L_t-L)\). The front stops when this equals \(P\):

\[
PL_t-PL=p_0L\quad\Longrightarrow\quad\frac{L}{L_t}=\frac{P}{P+p_0}.
\]

At atmospheric pressure the example stalls at 0.895 of its length. The last tenth stays empty unless gas dissolves or escapes. In a real resist it does dissolve: the pocket is at \(p_0+P\), about 9.5 atmospheres, and for an assumed gas diffusivity of \(10^{-9}\) m²/s the diffusion time \(L_t^2/D_g\) along the column is 0.4 s. The stall then describes the millisecond stage, and the pocket closes on a much longer time scale set by solubility and diffusion.

## Comparison with a real process

The liquid parameters are rough values for a low-viscosity UV-curable acrylate resist under release-treated quartz. The substrate angle of 40° is an assumption that matters: with 65° on the mold, condition (2) fails for substrate angles of 25° or less. A resist that wets its substrate better than that runs ahead along the floor corners, and the single-meniscus result no longer applies as it stands. The geometry is that of micromolding in capillaries, where the mold touches the substrate and liquid enters from the side. That process normally seals with a soft elastomer mold, which at this suction is not rigid (see the last section), so a rigid mold sealed on the substrate is an idealization. Drop-dispensed nanoimprint differs: the mold descends onto liquid and a residual layer remains, so (5) does not describe the whole process.

The fill time is sensitive to the wall properties:

- **Contact angle.** With all else fixed, a mold angle of 60° shortens the fill time by 12%, and 70° lengthens it by 16%. Aging of a release coating can thus change the timing.
- **Immobile layer.** If 1 nm of resist at each wall does not flow, \(K\) is replaced by its value for a channel 2 nm smaller in both directions, times the ratio of open to full area. Filling takes 14% longer.
- **Slip.** If instead the wall velocity equals 1 nm times its normal gradient, a finite-volume solution of the duct flow gives a 12% shorter time.

The 1 nm lengths are assumptions that set a scale. They show that a fill time at this width deserves no more than one or two significant digits unless the walls are characterized.

A moving contact line also raises the contact angle. Its size was estimated with the Cox-Voinov relation, adopted here without derivation:

\[
\theta_d^3=\theta^3+9\,\frac{\mu U}{\gamma}\ln\frac{w/2}{1\,\text{nm}}
\]

with angles in radians. Solving for \(U\) at 400 positions and summing the travel times lengthens filling by 0.7%. The loss of suction is greatest near the inlet, where the front moves fastest. The 1 nm in the logarithm is an assumed microscopic length, and the correction grows roughly in proportion to the logarithm: 0.3 nm would give about 0.9%. Molecular friction at the contact line is not included.

## Stress, heat and gravity

The suction puts the liquid under tension. With \(p_0\) equal to one atmosphere, the absolute pressure just behind the meniscus is \(0.10-0.86=-0.76\) MPa, so the possibility of cavitation needs an estimate. With vapour pressure neglected, a bubble of radius \(r\) in liquid under tension \(T\) costs \(4\pi r^2\gamma-\tfrac43\pi r^3T\). Setting the derivative to zero gives \(r=2\gamma/T=79\) nm, and the barrier is

\[
\frac{16\pi\gamma^3}{3T^2}\approx1.9\times10^5\,k_BT_0\quad\text{at }T_0=298\ \text{K}.
\]

The critical bubble is wider than the channel, and thermal nucleation in the bulk liquid is negligible. This estimate does not cover gas pockets on the walls.

The same suction loads the mold. For a modulus of 70 GPa, the strain scale \(P/E\) is \(1.2\times10^{-5}\), but a wall loaded on one side only bends by more than this scale suggests. Beam theory for a wall of thickness \(t\), fixed at the roof and free to slide at its foot, gives a deflection of about \(3Ph^4/(2Et^3)\). For \(t=w\) this is 0.015 nm in the example, which is negligible, but about 6 nm for \(h=10w\). Thin or tall walls therefore need their own estimate. For a soft mold with a modulus of 2 MPa the ratio would be 0.43, and the channel could not be treated as rigid.

Capillary work per unit volume of liquid is \(P\). If all of it became heat in the liquid, with heat capacity 1.8 J/(g K), the mean temperature rise would be \(P/(\rho c)=0.44\) K. In a vertical channel the weight of the full column is \(2.5\times10^{-7}\) of the suction.

Evaporation, curing during filling and shear-dependent viscosity remain outside the model. If the whole filling takes place at another, constant temperature, (5) still applies with the viscosity at that temperature, and \(t_f\) changes in proportion to \(\mu\) at fixed \(\gamma\) and angles.
